Oxide thickness per decade of direct tunnelling through silica

**The problem**

A thin film of silica separates two conducting electrodes. An electron arrives from the left with an energy that lies 3.1 eV below the conduction band of the oxide. Classically it would be turned back. Quantum mechanically it has a small probability T, the transmission, of passing straight through the film into the other electrode. This is direct tunnelling. The tunnelling mass in the oxide is 0.5 electron masses.

(a) Estimate by scaling the length over which T changes strongly.

(b) Solve the wave equation for a flat barrier. Show that, in a thick film, T loses one decade for every added 1.8 angstroms of silica, approximately.

(c) Compare the estimate with the solution, and find how thick the film must be for the rule to hold.

(d) A voltage tilts the barrier, so that it falls by 0.04 hartree from the entrance face to the exit face. How does the rule change?

The model is one-dimensional. The oxide is described by one parabolic effective mass, the interfaces are sharp, and scattering and the image force are left out. The electron keeps its energy. Parts (a) to (c) have no voltage across the oxide.

Hartree atomic units are used: ħ, the free-electron mass and the elementary charge are 1, lengths are in bohr and energies in hartree. The symbols are

φ = height of the barrier above the energy of the electron,
m = tunnelling mass in the oxide,
d = thickness of the oxide.

The data are φ = 3.1 eV = 0.11392 hartree and m = 0.5. Note that φ is counted from the electron, not from the band edge of the electrode.

**First estimate by scaling**

Inside the barrier the wave must bend away from the axis instead of oscillating. If its amplitude changes appreciably over a length L, the second derivative is of order ψ/L², and the kinetic term in the wave equation is of order ψ/(2mL²). This term has to balance the missing energy φ:

1/(2mL²) ≈ φ, so L ≈ 1/√(2mφ).

Since 2m = 1 here,

L ≈ 1/√0.11392 = 1/0.33752 ≈ 3.0 bohr, or 1.6 angstroms.

A decade of transmission should therefore cost a thickness of this order. The estimate also gives the trend: a barrier four times as high, or a mass four times as large, halves the length.

Scaling leaves two questions open. It cannot supply the pure number that multiplies L. Nor can it exclude a dependence on the electrodes, because their mass and the kinetic energy of the electron in them form dimensionless ratios with m and φ. Both questions need the solution.

**Exact solution for the flat barrier**

*The wave equation and the matching conditions.* Place the oxide between x = 0 and x = d. Let both electrodes have effective mass mₑ, and let the electron have kinetic energy E in them. With a mass μ(x) that differs from layer to layer, and with energies counted from that of the electron, the wave equation is

−½ (ψ′/μ)′ + W(x) ψ = 0,

where W = φ in the oxide and W = −E in the electrodes. This form of the kinetic term conserves the particle flux Im(ψ*ψ′)/μ. Integrating the equation over a vanishingly short interval around an interface removes the term with W, because W is finite. Hence ψ′/μ is continuous there. The wavefunction ψ is continuous as well.

In the electrodes the equation becomes ψ″ = −2mₑE ψ, with the solutions exp(±ikx) and k = √(2mₑE). In the oxide it becomes

ψ″ = 2mφ ψ,

with the solutions exp(±κx) and

κ = √(2mφ).

The matching uses ψ′ divided by the mass, so two velocities are convenient:

v = k/mₑ = √(2E/mₑ), w = κ/m.

The first is the velocity of the electron in the electrode. The second plays the corresponding part in the oxide, although nothing moves there with velocity w.

*The wave in each region.* For an incident wave of unit amplitude,

left electrode: ψ = exp(ikx) + r exp(−ikx),
right electrode: ψ = t exp[ik(x − d)].

At the exit face the right-hand wave gives ψ(d) = t and ψ′(d)/mₑ = ivt. The combination of growing and decaying exponentials that joins on to these values is

oxide: ψ = t { cosh[κ(x − d)] + (iv/w) sinh[κ(x − d)] }.

Indeed, at x = d the hyperbolic sine vanishes, which leaves ψ = t. The derivative is t(iv/w)κ, and division by m gives ivt, because κ/m = w.

At the entrance face, x = 0, the argument is −κd. The hyperbolic cosine is even and the sine is odd, so

ψ(0) = t [cosh κd − (iv/w) sinh κd],
ψ′(0)/m = t [−w sinh κd + iv cosh κd].

The left-hand wave has the values 1 + r and iv(1 − r) for the same two quantities. Dividing the second condition by iv, and using −w/(iv) = iw/v, gives the pair

1 + r = t [cosh κd − (iv/w) sinh κd],
1 − r = t [cosh κd + (iw/v) sinh κd].

Addition removes r. After division by 2t,

1/t = cosh κd + (i/2)(w/v − v/w) sinh κd.

*The transmission.* The electron has the same velocity in both electrodes, so the ratio of transmitted to incident flux is T = |t|². The real and imaginary parts of 1/t give

1/T = cosh² κd + ¼(w/v − v/w)² sinh² κd.

Now replace cosh² by 1 + sinh². The factor of sinh² becomes

1 + ¼(w/v − v/w)² = ¼(w/v + v/w)²,

because the two squares differ by 4. Therefore

T = 1/(1 + A sinh² κd), A = (v² + w²)²/(4v²w²).

The number A measures the mismatch of the two velocities. It is never smaller than 1, since (v² + w²)² − 4v²w² = (v² − w²)² is not negative. For d = 0 the formula gives T = 1, as it must when there is no film.

*The thick film.* Define

X = exp(2κd), P = 4/A.

Squaring sinh κd = ½[exp(κd) − exp(−κd)] gives sinh² κd = ¼(X − 2 + 1/X), and so 1/T = 1 + (X − 2 + 1/X)/P. Multiplying out,

T = P/(X + P − 2 + 1/X).

This is still the full result. When X is large, the first term of the denominator dominates:

T ≈ P exp(−2κd).

The exponent contains 2κ rather than κ because T is the square of an amplitude. The electrodes enter through P, which does not depend on d. Since A ≥ 1, P is at most 4.

*The decade length.* Let λ be the added thickness that divides T by ten. In the thick film

T(d)/T(d + λ) = exp(2κλ) = 10.

The prefactor P has cancelled. Taking the logarithm,

λ = ln 10/(2κ) = ln 10/[2√(2mφ)].

With the data of the problem,

κ = √(2 × 0.5 × 0.11392) = 0.33752 per bohr,
λ = 2.30259/(2 × 0.33752) = 3.411 bohr = 1.805 angstroms.

This is the 1.8 angstroms to be shown. The rounding does little harm: adding 1.8 angstroms divides T by 9.94.

**A worked film**

To see the decades in the transmission itself, the electrodes need values. Take the round model values mₑ = 0.2 and E = 0.005 hartree. Then

v = √(2 × 0.005/0.2) = 0.2236,
w = 0.33752/0.5 = 0.6750,
A = (0.0500 + 0.4557)²/(4 × 0.0500 × 0.4557) = 2.806,
P = 4/2.806 = 1.426.

For a film of 20 bohr the exponent is 2κd = 13.50, and the thick-film formula gives

T ≈ 1.426 × exp(−13.50) ≈ 1.95 × 10⁻⁶.

Numerical integration of the wave equation through the barrier, which makes no use of the closed formula, gives the same value. After one, two and three further lengths λ it gives 1.95 × 10⁻⁷, 1.95 × 10⁻⁸ and 1.95 × 10⁻⁹. The numerical output lists these values to more digits.

In the thick-film regime the prefactor moves the curve of log₁₀ T against d up or down without changing its slope. Here it contributes log₁₀ 1.426 = 0.15, while the thickness contributes −20/3.411 = −5.86. The sum is −5.71. Tests with a heavier electrode mass and with a larger kinetic energy, at the same φ, left the decade length unchanged within one part in 10⁵.

**Comparison of estimate and solution**

The estimate was L = 1/κ, and the solution is

λ = (ln 10/2) L = 1.151 L.

The scaling argument thus had the right dependence on m and φ, and its unrounded value of 1.57 angstroms is 13 per cent below the solution. The missing number has two parts. The factor ln 10 = 2.303 appears because a decade was asked for rather than a factor e. The factor 1/2 appears because the transmission falls twice as fast, in the exponent, as the amplitude. That the two nearly cancel is an accident of counting in tens. Had the question been about a factor of 100, the same estimate would have been too small by a factor of 2.3.

*How thick is thick?* The full formula for T answers this. Adding λ to the film replaces X by 10X, so

T(d)/T(d + λ) = [10X + P − 2 + 1/(10X)]/[X + P − 2 + 1/X].

Subtract ten times the denominator from the numerator. The terms in X cancel, the constants leave −9(P − 2), and the last terms leave (0.1 − 10)/X. Hence

T(d)/T(d + λ) = 10 + [9(2 − P) − 9.9/X]/[X + P − 2 + 1/X].

For large X the deviation from ten is 9(2 − P)/X to leading order. It dies out exponentially with thickness. In the worked film 9(2 − P) = 5.17, and the loss per λ is within one per cent of ten once X exceeds about 52, that is, for d above about 6 bohr. Since P lies between 0 and 4, other electrodes can raise the leading deviation to at most 18/X in size, which moves this limit to about 8 bohr.

For thinner films the worked example gives the following factors on adding one length λ:

from 0 bohr: 6.68
from 1 bohr: 10.07
from 2 bohr: 10.73
from 5 bohr: 10.17
from 10 bohr: 10.006

The first value follows from T(0) = 1. With κλ = ½ ln 10 one has sinh² κλ = (10 − 2 + 0.1)/4 = 2.025, and the factor is 1 + 2.025A = 6.68. So the first layer costs less than a decade here. The factor then rises above ten before it settles. The formula shows why: its correction changes sign where 9(2 − P) = 9.9/X, which gives X = 1.9 and d = 1.0 bohr. Beyond that point the correction is positive, because P is smaller than 2 for these electrodes.

These details belong to the model. A film of one or two bohr is thinner than an atomic layer, and a uniform barrier with an effective mass has no clear meaning there. Even the limits of 6 to 8 bohr, or 3 to 4 angstroms, correspond to about one layer of silica. Within the model, the electrode-dependent correction has gone well before the thickness reaches 20 bohr. A real film has a slower correction that the model omits: the image force, which depends on the electrodes, lowers the barrier and keeps the loss per λ below ten by an amount that falls off only about as 1/d. At 20 bohr a classical image potential makes this shortfall several to ten per cent.

**A tilted barrier**

Let a voltage lower the barrier linearly by an energy U across the oxide:

φ(x) = φ − Ux/d, with U < φ.

The condition U < φ keeps the electron below the barrier through the whole film. The decay constant now depends on position, κ(x) = √[2mφ(x)], and the wave equation in the oxide is ψ″ = κ(x)² ψ.

*The exponent.* Write the decaying wave as ψ = exp(−S). Differentiating twice gives ψ″ = (S′² − S″)ψ, so

S′² − S″ = κ(x)².

If κ changes little over one decay length, S″ is small compared with S′², and S′ ≈ κ(x). This is the leading WKB approximation. The amplitude falls by the exponential of −∫κ dx, and the transmission by the square of that. For the next correction put S′ = κ + s with s small. To first order 2κs = κ′, so s = κ′/(2κ), which integrates to ½ ln κ. It multiplies the wave by 1/√κ. Between the two faces this factor depends on φ and U but not on d. At fixed U the prefactor therefore tends to a constant in a thick film, and the decade length is again set by the exponent. The approach is slower than for the flat barrier: the remainder falls as 1/d rather than exponentially, and it becomes large as U approaches φ, where κ at the exit face tends to zero.

*The average decay constant.* With s = x/d now denoting the fractional depth,

∫κ dx = d ∫₀¹ √[2m(φ − Us)] ds = κ̄ d.

The integral of √(φ − Us) is −(2/(3U))(φ − Us)^(3/2), and inserting the limits gives

κ̄ = [2√(2m)/(3U)] [φ^(3/2) − (φ − U)^(3/2)].

The decade length at fixed U is then

λ_U = ln 10/(2κ̄).

For U = 0.04 hartree, φ − U = 0.07392 hartree, and the two powers are 0.03845 and 0.02010. Hence

κ̄ = (2/0.12)(0.03845 − 0.02010) = 0.306 per bohr,
λ_U = 2.30259/(2 × 0.30588) = 3.76 bohr.

The tilt makes each decade cost 10 per cent more oxide than the flat barrier does. Numerical integration at 30 and 40 bohr, with the electrodes of the worked film and kinetic energy E + U in the exit electrode, also gives 3.76 bohr; the WKB value differs from it by 0.04 per cent. This small difference depends on the electrodes chosen. The approximation is good here because κ changes slowly. The relevant ratio is |κ′|/κ² = mU/(dκ³), which is largest at the exit face, where κ = 0.272 per bohr. For d = 30 bohr it is 0.03 there.

*Small tilt.* Expanding the square root to first order in U/φ gives √(1 − Us/φ) ≈ 1 − Us/(2φ). Its average over s from 0 to 1 is 1 − U/(4φ), so

λ_U ≈ λ[1 + U/(4φ)].

For U → 0 the flat-barrier result returns. With the present numbers the first-order increase is 8.8 per cent, slightly less than the full 10 per cent.

The words "at fixed U" matter. If the electric field is held fixed instead, a thicker film also carries a larger U, and the barrier at the exit face changes with the thickness. The formula for λ_U does not apply to that comparison. It also fails when U exceeds φ. The barrier then ends inside the oxide at x = φd/U, and the integral in the exponent must stop there. Beyond that point the wave oscillates, and reflection at the exit face makes the prefactor depend on d.

**Reading the result**

*Accuracy of the input.* Since λ is proportional to (mφ)^(−1/2), a relative error in either m or φ produces half that relative error in λ, with the opposite sign, to first order. A mass uncertain by 10 per cent makes λ uncertain by 5 per cent, or about 0.1 angstrom. The third digit of 1.805 angstroms therefore belongs to the arithmetic, not to knowledge of the oxide. The form of the dispersion matters as well. The electron lies 3.1 eV deep in a gap of about 9 eV, where a parabolic band is not assured. A two-band form, κ² = 2mφ(1 − φ/E_g) with E_g = 9 eV, gives 2.2 angstroms for the same m. The value m = 0.5 is to be read as a fitted mass that goes with the parabolic form.

*Reference of the barrier.* If 3.1 eV were counted from the band edge of the electrode, the electron of the worked film would see a barrier lower by E, namely 0.10892 hartree. The decade length would grow by the factor √(0.11392/0.10892) = 1.023, to 3.49 bohr. The approximate rule survives, but the shift shows why the reference must be stated.

*Current and transmission.* A gate current collects electrons of many energies. In the one-dimensional model each energy has its own φ and hence its own λ, and the electrons nearest the top of the barrier have the longest λ. In a real film, motion along the interface can also affect the decay, which this model leaves out. The result of part (b) holds at one energy and for an electron that meets the film head-on. It carries over to the current to the extent that electrons with λ close to this value dominate it.

*Uneven films.* Suppose the thickness varies slowly along the interface, so that each patch transmits as a flat film of thickness d + δ. In the thick-film regime the mean transmission is

⟨T⟩ = P exp(−2κd) ⟨exp(−2κδ)⟩.

If the distribution of δ stays the same as d grows, the last factor is constant and the decade length is unchanged. The size of T is not. If half the area is thinner by λ and half is thicker by λ, the factor is (10 + 0.1)/2 = 5.05. The thin patches carry nearly all of the transmission.

*Replacing silica.* The capacitance per area of a film is proportional to ε/d, where ε is its permittivity. A second oxide, with values ε₂, m₂ and φ₂, has the same capacitance at the thickness d₂ = (ε₂/ε)d. For flat barriers its exponent 2κ₂d₂ is larger than that of silica if

ε₂√(m₂φ₂) > ε√(mφ).

A high permittivity thus helps by allowing a thicker film, but a lower barrier or a smaller mass can take back part of the gain, or all of it. This criterion compares the exponents alone. For a flat silica barrier with the present data, each 1.8 angstroms removed to raise the capacitance multiplies the transmission by about ten, as long as the film remains in the thick regime.

Computed values

```
barrier phi: 3.1 eV = 0.11392 hartree
oxide tunnelling mass m: 0.5 electron masses
electrode mass: 0.2 electron masses
electrode kinetic energy E: 0.005 hartree
decay constant kappa: 0.33752 1/bohr
v in electrode: 0.22361 a.u.
w = kappa/m in oxide: 0.67505 a.u.
mismatch factor A: 2.8059 (no unit)
thick-film prefactor 4/A: 1.4256 (no unit)
ln 10: 2.30259 (no unit)
decade length, formula: 3.4110 bohr = 1.8050 angstrom
decade length, numerical: 3.4110 bohr
factor lost per 1.8 angstrom: 9.936 (no unit)
thick-film formula T at 20.0 bohr: 1.9525e-06 (no unit)
numerical T on adding decade lengths:
  d = 20.000 bohr: T = 1.9525e-06, log10 T = -5.7094
  d = 23.411 bohr: T = 1.9525e-07, log10 T = -6.7094
  d = 26.822 bohr: T = 1.9525e-08, log10 T = -7.7094
  d = 30.233 bohr: T = 1.9525e-09, log10 T = -8.7094
factor lost on adding one decade length to a thin film:
  starting from 0.0 bohr: 6.6819 (no unit)
  starting from 1.0 bohr: 10.0682 (no unit)
  starting from 2.0 bohr: 10.7349 (no unit)
  starting from 5.0 bohr: 10.1684 (no unit)
  starting from 10.0 bohr: 10.0060 (no unit)
barrier drop across oxide U: 0.04 hartree
mean decay constant with drop: 0.30588 1/bohr
decade length with drop, WKB: 3.7638 bohr
decade length with drop, numerical: 3.7624 bohr
```
